# Néel orange-peel coupling between ferromagnets with correlated sinusoidal interfaces: a numerical check

```python
"""Neel orange-peel coupling of two rigid ferromagnets with rough interfaces.

Result under test: for interfaces z = h cos(kx) and z = t + h cos(kx), with
magnetizations m1, m2 = +1 or -1 along x, the energy per area is -J m1 m2,
    J = (mu0/4) k h^2 M1 M2 exp(-k t),   k = 2 pi / wavelength,  k h << 1.
Symbols: h roughness amplitude, t mean spacer thickness, M1, M2 magnetizations,
D1, D2 film thicknesses (outer surfaces copy the roughness), delta phase shift
of the upper interface. Hartree atomic units: mu0 = 4 pi alpha^2, muB = 1/2.
Functions return J / (mu0 M1 M2), which is a length.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import iv

INF = np.inf


def leading_law(k, h, t):
    return k * h**2 * np.exp(-k * t) / 4


def bessel_series(k, h1, h2, delta, t, D1=INF, D2=INF, terms=40):
    n = np.arange(1, terms + 1)
    film = (1 - np.exp(-n * k * D1)) * (1 - np.exp(-n * k * D2))
    return -np.sum((-1.0)**n * iv(n, n * k * h1) * iv(n, n * k * h2)
                   * np.cos(n * delta) * np.exp(-n * k * t) * film / (n * k))


def periodic_line_kernel(k, X, Z):
    """Sum over all periodic images of X / (X^2 + Z^2)."""
    return 0.5 * k * np.sin(k * X) / (np.cosh(k * Z) - np.cos(k * X))


def stray_field_x(k, h1, D1, x, z, points=96):
    """H_x / M1 from line charges placed on the curved surfaces of magnet 1."""
    xs = 2 * np.pi / k * np.arange(points) / points
    zs = h1 * np.cos(k * xs)
    charge = k * h1 * np.sin(k * xs)
    X = x[..., None] - xs
    Z = z[..., None] - zs
    kernel = periodic_line_kernel(k, X, Z)
    if np.isfinite(D1):
        kernel = kernel - periodic_line_kernel(k, X, Z + D1)
    return np.mean(charge * kernel, axis=-1) / k


def volume_coupling(k, h1, h2, delta, t, D1=INF, D2=INF, points=96, nodes=40):
    """Integrate the stray field of magnet 1 over the volume of magnet 2."""
    x = 2 * np.pi / k * np.arange(points) / points
    g, w = np.polynomial.legendre.leggauss(nodes)
    u_min = np.exp(-k * D2)
    u = u_min + (1 - u_min) * (g + 1) / 2
    w = w * (1 - u_min) / 2
    z = t + h2 * np.cos(k * x - delta)[:, None] - np.log(u) / k
    xx = np.broadcast_to(x[:, None], z.shape)
    field = stray_field_x(k, h1, D1, xx, z)
    return np.mean(np.sum(field * w / (k * u), axis=1))


# Image sum behind the line-charge kernel, done explicitly (period 1).
m = np.arange(-200000, 200001)
explicit = np.sum((0.17 + m) / ((0.17 + m)**2 + 0.3**2))
assert abs(explicit - periodic_line_kernel(2 * np.pi, 0.17, 0.3)) < 1e-5

# First-order stray field above a weakly rough interface.
x_test = np.array([0.0, 0.4, 2.0, 3.1])
z_test = np.full(4, 0.9)
h_small = 1e-4
first_order = -0.5 * h_small * np.cos(x_test) * np.exp(-z_test)
assert np.allclose(stray_field_x(1.0, h_small, INF, x_test, z_test),
                   first_order, rtol=0, atol=2e-3 * h_small)

# Leading law for several spacer thicknesses and wavelengths.
for k, t in [(1.0, 0.5), (1.0, 2.0), (0.4, 3.0), (2.5, 1.0)]:
    h = 0.01 / k
    assert abs(volume_coupling(k, h, h, 0, t) / leading_law(k, h, t) - 1) < 2e-4

# Phase shift and unequal amplitudes at leading order.
for delta in (0.8, np.pi):
    got = volume_coupling(1.0, 0.01, 0.02, delta, 1.0)
    want = 0.01 * 0.02 * np.cos(delta) * np.exp(-1.0) / 4
    assert abs(got / want - 1) < 1e-3

# All-order series at strong roughness, thick layers and finite films.
for D1, D2 in [(INF, INF), (0.8, 1.3)]:
    got = volume_coupling(1.0, 0.6, 0.5, 0.7, 1.5, D1, D2)
    want = bessel_series(1.0, 0.6, 0.5, 0.7, 1.5, D1, D2)
    assert abs(got / want - 1) < 1e-7

# Coefficient of the first correction in (k h)^2.
for t in (0.5, 1.0, 2.0):
    ratio = volume_coupling(1.0, 0.05, 0.05, 0, t) / leading_law(1.0, 0.05, t)
    assert abs((ratio - 1) / 0.05**2 - (0.25 - 0.5 * np.exp(-t))) < 2e-3

# Wavelength of strongest coupling at fixed h and t (here t = 1).
best = minimize_scalar(lambda k: -volume_coupling(k, 0.01, 0.01, 0, 1.0) * 1e5,
                       bounds=(0.5, 2.0), method="bounded",
                       options={"xatol": 1e-6})
assert abs(best.x - 1) < 1e-3


def coulomb_sheet_coupling(slope1, slope2, angle1, angle2, t):
    """Energy/(mu0 M1 M2 area) by a real-space Coulomb sum, wavelength 1.

    A wide Gaussian window makes the sum converge; its 1/width^2 error
    is removed by extrapolation from two widths.
    """
    n = slope1[0].shape[0]
    s1 = -(np.cos(angle1) * slope1[0] + np.sin(angle1) * slope1[1])
    s2 = np.cos(angle2) * slope2[0] + np.sin(angle2) * slope2[1]
    corr = np.array([[np.mean(s1 * np.roll(s2, (-i, -j), (0, 1)))
                      for j in range(n)] for i in range(n)])
    idx = np.arange(-24 * n, 24 * n + 1)
    tiled = corr[np.ix_(idx % n, idx % n)]
    R2 = (idx[:, None]**2 + idx[None, :]**2) / n**2
    base = tiled / np.sqrt(R2 + t**2) / (4 * np.pi * n**2)
    e4, e6 = [np.sum(base * np.exp(-R2 / width**2)) for width in (4.0, 6.0)]
    return (36 * e6 - 16 * e4) / 20


# Directional laws of ridges and of egg-crate roughness (unit amplitude).
q = 2 * np.pi
gx, gy = np.meshgrid(np.arange(16) / 16, np.arange(16) / 16, indexing="ij")
ridge = (-q * np.sin(q * gx), 0 * gx)
crate = (-q * np.sin(q * gx) * np.cos(q * gy),
         -q * np.cos(q * gx) * np.sin(q * gy))
a1, a2 = np.radians(20), np.radians(75)
for t in (0.2, 0.4):
    want = -leading_law(q, 1.0, t) * np.cos(a1) * np.cos(a2)
    assert abs(coulomb_sheet_coupling(ridge, ridge, a1, a2, t) / want - 1) < 2e-3
    want = -q * np.exp(-np.sqrt(2) * q * t) / (8 * np.sqrt(2)) * np.cos(a1 - a2)
    assert abs(coulomb_sheet_coupling(crate, crate, a1, a2, t) / want - 1) < 2e-3

# Worked example: inputs in angstrom and Bohr magnetons, algebra in atomic units.
bohr = const.value("Bohr radius") * 1e10
hartree = const.value("Hartree energy in eV")
muB_eV = const.value("Bohr magneton in eV/T")
mu0_au = 4 * np.pi * const.alpha**2
wavelength, h, t, D, mag = 200.0, 5.0, 20.0, 40.0, 0.15
k = 2 * np.pi / wavelength
M_au = 0.5 * mag * bohr**3
density = mu0_au * M_au**2 * hartree / bohr**3      # eV per cubic angstrom
to_mJ = const.e * 1e20 * 1e3                        # eV/A^2 to mJ/m^2

J_lead = density * leading_law(k, h, t)
J_series = density * bessel_series(k, h, h, 0, t)
J_volume = density * volume_coupling(k, h, h, 0, t)
J_film = density * bessel_series(k, h, h, 0, t, D, D)
J_crate = (density * k * h**2 * np.exp(-np.sqrt(2) * k * t)
           / (8 * np.sqrt(2)))
shift = J_film / (mag * D)                          # eV per Bohr magneton
shift_mT = shift / muB_eV * 1e3

# SI evaluation of the same coupling, and of the mean stray field in the film.
M_SI = mag * const.value("Bohr magneton") * 1e30
J_SI = (const.mu_0 * M_SI**2 * 2 * np.pi / (wavelength * 1e-10)
        * (h * 1e-10)**2 / 4 * np.exp(-k * t)) * 1e3
assert abs(J_lead * to_mJ / J_SI - 1) < 1e-6
mean_field_mT = const.mu_0 * M_SI * volume_coupling(k, h, h, 0, t, D, D) / D * 1e3
assert abs(shift_mT / mean_field_mT - 1) < 1e-6
assert abs(J_series / J_volume - 1) < 1e-8

print("INPUTS")
print(f"roughness wavelength            {wavelength:.1f} angstrom")
print(f"roughness amplitude h           {h:.1f} angstrom")
print(f"spacer thickness t              {t:.1f} angstrom")
print(f"thickness of each film D        {D:.1f} angstrom")
print(f"magnetization of each layer     {mag:.2f} muB/angstrom^3")
print("INTERMEDIATE VALUES")
print(f"wavenumber k                    {k:.6f} 1/angstrom")
print(f"k h                             {k*h:.5f} (no unit)")
print(f"k t                             {k*t:.5f} (no unit)")
print(f"exp(-k t)                       {np.exp(-k*t):.5f} (no unit)")
print(f"mu0 in atomic units             {mu0_au:.6e} a.u.")
print(f"magnetization in atomic units   {M_au:.6e} a.u.")
print(f"mu0 M^2                         {density:.5e} eV/angstrom^3")
print(f"k h^2/4                         {k*h*h/4:.6f} angstrom")
print("THICK LAYERS, RIDGES")
print(f"J leading law                   {J_lead:.5e} eV/angstrom^2")
print(f"J leading law, converted        {J_lead*to_mJ:.5f} mJ/m^2")
print(f"J all-order series              {J_series:.5e} eV/angstrom^2")
print(f"J volume quadrature             {J_volume:.5e} eV/angstrom^2")
print(f"series/leading - 1              {J_series/J_lead-1:.3e} (no unit)")
print(f"(kh)^2 (1/4 - exp(-kt)/2)       "
      f"{(k*h)**2*(0.25-0.5*np.exp(-k*t)):.3e} (no unit)")
print(f"wavelength of largest J         {2*np.pi*t:.2f} angstrom")
print(f"J leading at that wavelength    "
      f"{density*leading_law(1/t, h, t):.5e} eV/angstrom^2")
print("t (angstrom), J leading, J quadrature (eV/angstrom^2)")
for thickness in (15.0, 20.0, 30.0, 40.0, 60.0):
    lead = density * leading_law(k, h, thickness)
    quad = density * volume_coupling(k, h, h, 0, thickness)
    print(f"  {thickness:5.1f}  {lead:.5e}  {quad:.5e}")
print("FINITE FILMS, RIDGES")
print(f"film factor (1-exp(-kD))^2      {(1-np.exp(-k*D))**2:.5f} (no unit)")
print(f"J films, all-order series       {J_film:.5e} eV/angstrom^2")
print(f"J films, converted              {J_film*to_mJ:.5f} mJ/m^2")
print(f"loop shift                      {shift:.5e} eV/muB")
print(f"loop shift, converted           {shift_mT:.4f} mT")
print(f"mean stray field in free film   {mean_field_mT:.4f} mT")
print("THICK LAYERS, EGG-CRATE ROUGHNESS")
print(f"J egg-crate leading law         {J_crate:.5e} eV/angstrom^2")
print(f"egg-crate/ridge ratio           {J_crate/J_lead:.5f} (no unit)")
print("PASS")
```

Output:

```
INPUTS
roughness wavelength            200.0 angstrom
roughness amplitude h           5.0 angstrom
spacer thickness t              20.0 angstrom
thickness of each film D        40.0 angstrom
magnetization of each layer     0.15 muB/angstrom^3
INTERMEDIATE VALUES
wavenumber k                    0.031416 1/angstrom
k h                             0.15708 (no unit)
k t                             0.62832 (no unit)
exp(-k t)                       0.53349 (no unit)
mu0 in atomic units             6.691763e-04 a.u.
magnetization in atomic units   1.111385e-02 a.u.
mu0 M^2                         1.51781e-05 eV/angstrom^3
k h^2/4                         0.196350 angstrom
THICK LAYERS, RIDGES
J leading law                   1.58991e-06 eV/angstrom^2
J leading law, converted        0.02547 mJ/m^2
J all-order series              1.58922e-06 eV/angstrom^2
J volume quadrature             1.58922e-06 eV/angstrom^2
series/leading - 1              -4.322e-04 (no unit)
(kh)^2 (1/4 - exp(-kt)/2)       -4.131e-04 (no unit)
wavelength of largest J         125.66 angstrom
J leading at that wavelength    1.74491e-06 eV/angstrom^2
t (angstrom), J leading, J quadrature (eV/angstrom^2)
   15.0  1.86033e-06  1.85746e-06
   20.0  1.58991e-06  1.58922e-06
   30.0  1.16127e-06  1.16283e-06
   40.0  8.48196e-07  8.50432e-07
   60.0  4.52503e-07  4.54442e-07
FINITE FILMS, RIDGES
film factor (1-exp(-kD))^2      0.51178 (no unit)
J films, all-order series       8.09849e-07 eV/angstrom^2
J films, converted              0.01298 mJ/m^2
loop shift                      1.34975e-07 eV/muB
loop shift, converted           2.3318 mT
mean stray field in free film   2.3318 mT
THICK LAYERS, EGG-CRATE ROUGHNESS
J egg-crate leading law         4.33309e-07 eV/angstrom^2
egg-crate/ridge ratio           0.27254 (no unit)
PASS
```
